\section*{Exact travelling wall of an overdamped quartic ferroelectric in a uniform field}

A ferroelectric plate between electrodes holds two domains, one polarized up and the other down, separated by a wall parallel to the polarization. A voltage that favours the up domain makes the wall move into the down domain. The field acts everywhere, yet below a limiting strength it does not reverse the polarization far from the wall: each domain settles in its own minimum of the free energy, and reversal takes place within the thin moving wall. How fast does that wall travel, and what shape does it keep? For a quartic free energy and purely viscous dynamics, both answers follow, once the material coefficients are given, from three numbers, the polarizations at which a homogeneous sample would be stationary in the same field.

Let the polarization component $P(x,t)$ point along the field and vary only along $x$, the normal to the wall. Since $P$ is perpendicular to $x$, its variation creates no bound volume charge. The electrodes are held at fixed voltage, and the field $E$ is taken as uniform and constant while the wall moves. The free energy per unit volume is
\begin{equation}
f(P)+\frac g2\left(\frac{\partial P}{\partial x}\right)^2,\qquad
f(P)=-\frac a2P^2+\frac b4P^4-EP ,
\label{energy}
\end{equation}
with $a,b,g>0$. The gradient term penalizes a sharp wall. Overdamped motion means that the polarization descends the free energy at a rate set by a constant $\Gamma>0$, without inertia:
\begin{equation}
\Gamma\frac{\partial P}{\partial t}
=g\frac{\partial^2P}{\partial x^2}+F(P),\qquad
F(P)=-\frac{df}{dP}=aP-bP^3+E .
\label{motion}
\end{equation}
The sign of the gradient term comes from an integration by parts in the variation of the energy. Thermal noise, defects, the discrete lattice and coupling to strain are left out.

A homogeneous stationary state satisfies $F(P)=0$. The derivative $F'(P)=a-3bP^2$ vanishes at $P=\pm\sqrt{a/(3b)}$, where $F$ takes its local maximum and minimum,
\[
F\!\left(\pm\sqrt{\frac a{3b}}\right)=E\pm E_c,\qquad
E_c=\frac{2a}{3}\sqrt{\frac a{3b}} .
\]
Three distinct real roots exist when the minimum is negative and the maximum positive, that is, for $|E|<E_c$. Call them $P_1<P_2<P_3$. Then
\begin{equation}
F(P)=-b(P-P_1)(P-P_2)(P-P_3).
\label{factor}
\end{equation}
Comparing the coefficients of $P^2$ and $P$ with those in \eqref{motion} gives
\begin{equation}
P_1+P_2+P_3=0,\qquad
P_1P_2+P_1P_3+P_2P_3=-\frac ab .
\label{vieta}
\end{equation}
A small homogeneous deviation $\eta$ from root $P_i$ obeys $\Gamma\dot\eta=F'(P_i)\eta$. With $\Delta=P_3-P_1$, differentiation of \eqref{factor} yields
\begin{equation}
k_1\equiv-F'(P_1)=b(P_2-P_1)\Delta>0,\qquad
k_3\equiv-F'(P_3)=b(P_3-P_2)\Delta>0,
\label{stiffness}
\end{equation}
whereas $F'(P_2)=b(P_2-P_1)(P_3-P_2)>0$. The outer roots are therefore stable against small homogeneous changes and represent the two domains. The middle root is unstable: it marks the top of the energy barrier between them.

Place the $P_3$ domain on the left and the $P_1$ domain on the right. A wall of fixed shape moving at velocity $v$ has $P(x,t)=p(\xi)$ with $\xi=x-vt$, so $\partial P/\partial t=-vp'$, where a prime on $p$ means $d/d\xi$. Equation \eqref{motion} becomes
\begin{equation}
gp''+\Gamma vp'+F(p)=0,\qquad
p(-\infty)=P_3,\quad p(\infty)=P_1 .
\label{profile}
\end{equation}
Positive $v$ enlarges the $P_3$ domain. The velocity is not an input; it has to be found together with the profile.

Consider a wall whose polarization falls monotonically from left to right. Its slope cannot vanish at an interior point. If it did, $p'$ would have a maximum there, so $p''$ would vanish too, and \eqref{profile} would require $F(p)=0$. The solution with those initial data is a constant, which is not a wall. The slope can therefore be treated as a function of polarization,
\[
p'=-u(p),\qquad u(p)>0\quad\hbox{for }P_1<p<P_3 .
\]
The chain rule gives $p''=-(du/dp)p'=u\,du/dp$, and \eqref{profile} reduces to the first-order equation
\begin{equation}
gu\frac{du}{dp}=\Gamma vu-F(p),\qquad u(P_1)=u(P_3)=0 .
\label{slope}
\end{equation}

Since $F$ is a cubic, try a polynomial $u$ of degree $n$. The left side has degree $2n-1$. For $n=1$ neither term containing $u$ can balance the cubic; for $n\ge2$ the left side has a higher degree than $\Gamma vu$ and must itself be cubic, which gives $n=2$. The two end conditions then fix the polynomial up to a factor:
\begin{equation}
u=\kappa(p-P_1)(P_3-p),\qquad \kappa>0 .
\label{ansatz}
\end{equation}
Its derivative is $du/dp=\kappa(P_1+P_3-2p)$, and \eqref{factor} can be written as $F=(b/\kappa)(p-P_2)u$. After division by $u$, equation \eqref{slope} reads
\[
g\kappa(P_1+P_3-2p)=\Gamma v-\frac b\kappa(p-P_2).
\]
This must hold for every $p$ between $P_1$ and $P_3$. The terms proportional to $p$ require $2g\kappa=b/\kappa$, hence
\[
\kappa=\sqrt{\frac b{2g}},\qquad
g\kappa=\sqrt{\frac{bg}{2}} .
\]
The constant terms require $g\kappa(P_1+P_3)=\Gamma v+(b/\kappa)P_2$. Replacing $b/\kappa$ by $2g\kappa$ and using $P_1+P_3=-P_2$ gives
\begin{equation}
v=\frac1\Gamma\sqrt{\frac{bg}{2}}\,(P_1+P_3-2P_2)
=-\frac{3P_2}{\Gamma}\sqrt{\frac{bg}{2}} .
\label{speed}
\end{equation}

The sign of the velocity is set by the side of the midpoint $(P_1+P_3)/2$ on which the unstable polarization lies. For small positive $E$, balancing $aP$ against $E$ gives $P_2\simeq-E/a$. The barrier top has moved towards the down state, which is then easier to leave, and the up domain grows. Reversing the field turns the roots into their negatives in reversed order, so $P_2$ and $v$ change sign. Exchanging the two domains in space also reverses $v$, as reflection of $x$ requires.

To obtain the profile, write $p=(P_1+P_3)/2+(\Delta/2)s$. The two factors in \eqref{ansatz} become $(\Delta/2)(1+s)$ and $(\Delta/2)(1-s)$, so $p'=-u$ gives
\[
\frac{ds}{d\xi}=-\frac{\kappa\Delta}{2}(1-s^2).
\]
Since the derivative of $\tanh z$ is $1-\tanh^2z$, the solution is $s=-\tanh[(\xi-\xi_0)/\delta]$ with $\delta=2/(\kappa\Delta)$. The constant $\xi_0$ places the wall; setting it to zero gives
\begin{equation}
P(x,t)=\frac{P_1+P_3}{2}-\frac{P_3-P_1}{2}
\tanh\frac{x-vt}{\delta},\qquad
\delta=\frac{2}{P_3-P_1}\sqrt{\frac{2g}{b}} .
\label{wall}
\end{equation}

The polynomial was a trial form, so it remains to ask whether another monotone wall, perhaps with another velocity, was missed. Near $P_1$, put $p-P_1\propto e^{-\lambda\xi}$ in the linearized form of \eqref{profile}; near $P_3$, put $P_3-p\propto e^{\mu\xi}$. This gives
\begin{equation}
g\lambda^2-\Gamma v\lambda-k_1=0,\qquad
g\mu^2+\Gamma v\mu-k_3=0 .
\label{tails}
\end{equation}
Each equation has one positive root,
\[
\lambda=\frac{\Gamma v+\sqrt{\Gamma^2v^2+4gk_1}}{2g},\qquad
\mu=\frac{-\Gamma v+\sqrt{\Gamma^2v^2+4gk_3}}{2g}.
\]
Every monotone wall thus has $u\simeq\lambda(p-P_1)$ at one end and $u\simeq\mu(P_3-p)$ at the other. As $v$ increases, $\lambda$ increases and $\mu$ decreases.

Suppose that two walls had velocities $v_A>v_B$. Then $u_A>u_B$ near $P_1$, but $u_A<u_B$ near $P_3$, so the curves must cross. At the first crossing the difference $u_A-u_B$ comes down to zero and cannot have a positive slope. Equation \eqref{slope}, evaluated where $u_A=u_B$, gives instead
\[
\frac{d(u_A-u_B)}{dp}=\frac{\Gamma(v_A-v_B)}{g}>0 .
\]
The contradiction excludes a second velocity. If the velocities are equal, the difference $w=u_A-u_B$ obeys
\[
\frac{dw}{dp}=\frac{F(p)}{g\,u_Au_B}\,w .
\]
A solution of this linear equation that is nonzero at one interior point is nonzero at all of them. Between $P_1$ and $P_2$ the force $F$ is negative, so $|w|$ would grow as $p$ decreases towards $P_1$. But both slopes vanish at $P_1$, and $w$ must vanish there too. Hence $w=0$ throughout. Apart from its position, \eqref{wall} is the unique monotone travelling wall for the stated end domains.

The tails also show how the wall accommodates two unequal domains. The solution \eqref{wall} has $\lambda=\mu=2/\delta$, although $k_1$ and $k_3$ differ when a field is present. Subtracting and adding the equations in \eqref{tails} gives
\[
v=\frac{k_3-k_1}{2\Gamma\lambda},\qquad
\lambda^2=\frac{k_1+k_3}{2g}.
\]
The viscous term compensates for the difference in stiffness, and the moving profile remains antisymmetric about its own midpoint.

The roots can be written explicitly. Define
\[
\varphi=\frac13\arcsin\frac E{E_c},\qquad |\varphi|<\frac\pi6,
\]
and try $P_2=-A\sin\varphi$ with $A=2\sqrt{a/(3b)}$. Since $bA^2=4a/3$,
\[
bP_2^3-aP_2=aA\left(\sin\varphi-\frac43\sin^3\varphi\right)
=\frac{aA}{3}\sin3\varphi=E_c\sin3\varphi=E .
\]
This is indeed a root. Its magnitude is below $A/2=\sqrt{a/(3b)}$, so it lies between the extrema of $F$ and is the middle one. The separation of the outer roots follows from \eqref{vieta}, which gives $P_1P_3=P_2^2-a/b$:
\[
\Delta^2=(P_1+P_3)^2-4P_1P_3=\frac{4a}{b}-3P_2^2
=\frac{4a}{b}\cos^2\varphi .
\]
Inserting these results in \eqref{speed} and \eqref{wall} yields
\begin{equation}
v=\frac{\sqrt{6ag}}{\Gamma}\sin\varphi,\qquad
\delta=\sqrt{\frac{2g}{a}}\,\frac1{\cos\varphi} .
\label{explicit}
\end{equation}

For weak fields let $s_E=E/E_c$. The expansions of arcsine and sine give
\[
\varphi=\frac{s_E}{3}+\frac{s_E^3}{18}+\cdots,\qquad
\sin\varphi=\frac{s_E}{3}+\left(\frac1{18}-\frac1{162}\right)s_E^3+\cdots
=\frac{s_E}{3}+\frac{4s_E^3}{81}+\cdots .
\]
Consequently,
\begin{equation}
v=\mu_0E\left[1+\frac4{27}\left(\frac E{E_c}\right)^2+\cdots\right],
\qquad
\mu_0=\frac{3}{\Gamma a}\sqrt{\frac{bg}{2}} .
\label{weak}
\end{equation}
There is no threshold: in this uniform continuum any nonzero field below $E_c$ gives a nonzero velocity. The energy of a wall does not depend on its position, so nothing holds it in place.

At the other end of the range, $E\to E_c$ from below, $\varphi\to\pi/6$ and
\[
v\to\frac1\Gamma\sqrt{\frac{3ag}{2}},\qquad
\delta\to\frac2{\sqrt3}\sqrt{\frac{2g}{a}} .
\]
The approach is steep. Since $\pi/6-\varphi=\frac13\arccos s_E\simeq\frac13\sqrt{2(1-s_E)}$, expansion of the sine about $\pi/6$ gives
\[
v\simeq\frac1\Gamma\sqrt{\frac{3ag}{2}}
\left[1-\sqrt{\frac23\left(1-\frac E{E_c}\right)}\,\right].
\]
The slope $dv/dE$ diverges although the velocity stays finite. At $E_c$ the states $P_1$ and $P_2$ merge and $k_1$ vanishes, so the uniqueness argument no longer applies. Above $E_c$ the down domain has no stationary state and reverses throughout its volume, even far from a wall.

An energy balance shows what drives the wall and what resists it. Multiply \eqref{profile} by $p'$ and integrate over $\xi$. The gradient term is the derivative of $g(p')^2/2$ and contributes nothing, since the slope vanishes at both ends. Because $F=-df/dp$, the remaining terms give
\begin{equation}
\Gamma v\int_{-\infty}^{\infty}(p')^2d\xi=f(P_1)-f(P_3).
\label{balance}
\end{equation}
The right side is the driving pressure, the free energy released per unit volume swept. The integral on the left follows from $(p')^2d\xi=-u\,dp$:
\[
\int_{-\infty}^{\infty}(p')^2d\xi=\int_{P_1}^{P_3}u\,dp
=\frac{\kappa\Delta^3}{6}.
\]
The pressure is $\int_{P_1}^{P_3}F\,dp$. Split the factor $p-P_2$ in $F$ into its odd part about the midpoint, which integrates to zero, and the constant $(P_1+P_3)/2-P_2=-3P_2/2$. Then
\[
f(P_1)-f(P_3)=b\left(-\frac{3P_2}{2}\right)\frac{\Delta^3}{6}
=-\frac{bP_2\Delta^3}{4}.
\]
Dividing the pressure by $\Gamma\kappa\Delta^3/6$ returns \eqref{speed}.

Take round model parameters $a=2\times10^8\ \mathrm{V\,m/C}$, $b=8\times10^8\ \mathrm{V\,m^5/C^3}$, $g=10^{-10}\ \mathrm{V\,m^3/C}$ and $\Gamma=10^{-3}\ \Omega\,\mathrm m$. The zero-field polarization is $P_0=\sqrt{a/b}=0.5\ \mathrm{C/m^2}$, the zero-field width parameter is $\sqrt{2g/a}=1\ \mathrm{nm}$, and $E_c=38.49\ \mathrm{MV/m}$. For $E=20\ \mathrm{MV/m}$, the ratio $E/E_c=0.5196$ gives $\varphi=0.1821$ and the roots
\[
P_1=-0.4394,\qquad P_2=-0.1046,\qquad P_3=0.5440
\quad(\mathrm{C/m^2}).
\]
With $\sqrt{bg/2}=0.2\ \mathrm{V\,m/C}\cdot\mathrm{m^3/C}$ and the unrounded $P_2=-0.104574\ \mathrm{C/m^2}$, equation \eqref{speed} gives
\[
v=\frac{3(0.104574)(0.2)}{10^{-3}}\ \mathrm{m/s}=62.7\ \mathrm{m/s}.
\]
The outer roots are $\Delta=0.9835\ \mathrm{C/m^2}$ apart and $\kappa=2\times10^9\ \mathrm{m/C}$, so $\delta=2/(\kappa\Delta)=1.017\ \mathrm{nm}$.

The linear law with $\mu_0=3\times10^{-6}\ \mathrm{m^2/(V\,s)}$ predicts $60.0\ \mathrm{m/s}$, and the cubic correction raises this to $62.4\ \mathrm{m/s}$. The excess over the linear law does not come from a larger driving pressure. That pressure is $19.89\ \mathrm{MPa}$, slightly below the weak-field estimate $2P_0E=20\ \mathrm{MPa}$. The drag per unit velocity, however, is proportional to $\Delta^3$ and has fallen to $(0.9835)^3=0.951$ of its zero-field value. The ratio $(19.89/20)/0.951=1.046$ accounts for the increase from $60.0$ to $62.7\ \mathrm{m/s}$.

With the material parameters held fixed, \eqref{explicit} gives $15.0\ \mathrm{m/s}$ at $5\ \mathrm{MV/m}$, $128.7\ \mathrm{m/s}$ at $35\ \mathrm{MV/m}$ and $157.0\ \mathrm{m/s}$ at $38\ \mathrm{MV/m}$. The limit at $E_c$ is $173.2\ \mathrm{m/s}$, with $\delta=1.155\ \mathrm{nm}$. The width thus changes by about $15\%$ over the whole range, while most of the departure from a linear velocity law is concentrated near $E_c$.

In real ferroelectrics, polarizations of some tenths of a coulomb per square metre and walls about a nanometre wide or narrower are common. The model wall is somewhat broader: at zero field the central $80\%$ of its polarization change takes $2.2\,\delta=2.2\ \mathrm{nm}$. A field of $20\ \mathrm{MV/m}$ is high for a bulk crystal but attainable in thin films. There, however, incomplete screening by the electrodes can make the field change as one domain grows, an effect that the assumption of constant $E$ leaves out. The value of $\Gamma$ is a free choice here, and the velocity scales as $1/\Gamma$. Another important assumption, especially at low field, is the absence of pinning. Defects, and a lattice period comparable with the wall width, make the wall energy depend on position; motion then proceeds by thermally activated steps, and the velocity can lie orders of magnitude below \eqref{weak}. Bulk samples also usually switch far below the homogeneous limit $E_c$, through nucleation and growth of domains. The formula is thus a model for viscous flow of an existing wall, at fields strong enough to overcome pinning yet too weak to nucleate new domains ahead of the wall, a limit that can lie well below $E_c$. The speeds given above for fields close to $E_c$ are properties of the noise-free equation, not predictions for a sample. Materials with a first-order transition need a sixth-order term in $f$; the force is then quintic, and the quadratic slope function \eqref{ansatz} no longer solves \eqref{slope}.

Numerical values quoted here were computed with a short program.
